# Bare hopping at one bond: false reflection in a nonorthogonal recursion

**The argument under comment**

The manuscript computes the conductance of a uniform chain in a nonorthogonal basis. It builds two half-chains by recursion, with the overlap included, and then joins them at one last bond. The authors argue as follows: "Joining two pieces is a perturbation, and a perturbation is an energy. The coupling at the joint is therefore the Hamiltonian block $H_{01}$. The overlap is a property of the basis and has already been accounted for inside each half." At $E=-5$ eV they find a transmission of 0.64. Since reflection and transmission add up to one, they accept the number and attribute the missing 0.36 to a resistance of the joint.

The joint is a bond like all the others, so there is nothing there to scatter an electron. The question is where the reflection comes from, and why current conservation did not expose it.

**What the recursion has to invert**

Expand a stationary state as $|\psi\rangle=\sum_m c_m|m\rangle$ and project $(E-\hat H)|\psi\rangle=0$ on $\langle n|$. With $S_{nm}=\langle n|m\rangle$ and $H_{nm}=\langle n|\hat H|m\rangle$,

$$\sum_m A_{nm}c_m=0,\qquad A=ES-H .$$

The energy multiplies every element of $S$, including those that link neighbouring sites. The Green function is $G=A^{-1}$, with $E$ replaced by $E+i\eta$, $\eta\to0^+$, for the retarded solution.

Let $A$ be block-tridiagonal, and let $G^{(n)}$ be the inverse for the first $n$ blocks, with last diagonal block $g_n=G^{(n)}_{nn}$. Add block $n+1$ and call the last column of the new inverse $X_j=G^{(n+1)}_{j,n+1}$. The first $n$ rows of $AG=1$ have zero on the right-hand side in this column, and $X_{n+1}$ enters row $n$ alone. Hence

$$X_j=-G^{(n)}_{jn}A_{n,n+1}X_{n+1},\qquad j\le n .$$

Row $n+1$ reads $A_{n+1,n}X_n+A_{n+1,n+1}X_{n+1}=1$. Inserting $X_n=-g_nA_{n,n+1}X_{n+1}$ gives

$$g_{n+1}=\left[A_{n+1,n+1}-A_{n+1,n}\,g_n\,A_{n,n+1}\right]^{-1},$$

$$G^{(n+1)}_{1,n+1}=-G^{(n)}_{1n}A_{n,n+1}\,g_{n+1}.$$

The blocks that join the pieces are those of $A$. Joining two halves is indeed a perturbation, but it is a perturbation of the matrix being inverted, and the element added to that matrix is $ES_{01}-H_{01}$. The overlap across the joint belongs to neither half, so it cannot have been accounted for earlier.

At complex energy $z=E+i\eta$ the two couplings are $zS_{01}-H_{01}$ and $zS_{10}-H_{10}$. The second is not the Hermitian conjugate of the first, because conjugation would turn $z$ into $z^*$.

**The uniform chain**

Take one orbital per site, with on-site energy $\varepsilon$, nearest-neighbour hopping $t$, nearest-neighbour overlap $s$ and unit self-overlap. Both $t$ and $s$ are real, and $|s|<1/2$ keeps $S$ positive. The row of $A$ at site $n$ gives

$$(E-\varepsilon)c_n=\tau\,(c_{n-1}+c_{n+1}),\qquad \tau(E)=t-Es .$$

For $c_n=e^{iqn}$ this becomes $E-\varepsilon=2\tau\cos q$. Since $\tau$ contains $E$, solving for the energy yields

$$E(q)=\frac{\varepsilon+2t\cos q}{1+2s\cos q}.$$

Differentiating $E-\varepsilon=2(t-Es)\cos q$ gives $E'=-2sE'\cos q-2\tau\sin q$, so

$$\frac{dE}{dq}=-\frac{2\tau\sin q}{1+2s\cos q}.$$

The denominator is positive. A wave moving to the right therefore has $\tau\sin q<0$, which fixes the sign of $q$ below.

**One bare bond**

Now let the bond between sites 0 and 1 carry $t$ instead of $\tau$, in both directions. Send in a wave from the left:

$$c_n=e^{iqn}+r\,e^{-iqn}\ (n\le0),\qquad c_n=d\,e^{iqn}\ (n\ge1).$$

At site 0 the faulty equation is $(E-\varepsilon)c_0=\tau c_{-1}+t\,c_1$. The left-hand form, continued to $n=1$, satisfies the bulk equation $(E-\varepsilon)c_0=\tau c_{-1}+\tau(e^{iq}+re^{-iq})$. Subtracting the two, and defining $\lambda=t/\tau$,

$$e^{iq}+r\,e^{-iq}=\lambda d\,e^{iq}.$$

At site 1 the faulty equation is $(E-\varepsilon)c_1=t\,c_0+\tau c_2$. The right-hand form continued to $n=0$ has the value $d$ there, so the same subtraction gives $\tau d=t\,c_0$, or

$$d=\lambda(1+r).$$

Eliminating $d$ gives $e^{iq}+re^{-iq}=\lambda^2(1+r)e^{iq}$. Collecting the terms in $r$,

$$r=\frac{(\lambda^2-1)e^{iq}}{e^{-iq}-\lambda^2e^{iq}},\qquad d=\frac{-2i\lambda\sin q}{e^{-iq}-\lambda^2e^{iq}}.$$

The squared modulus of the denominator is $1+\lambda^4-2\lambda^2\cos2q$. With $\cos 2q=1-2\sin^2q$ this equals $(1-\lambda^2)^2+4\lambda^2\sin^2q$. The chain is the same on both sides, so the velocities are equal and $R=|r|^2$, $T=|d|^2$:

$$R=\frac{(1-\lambda^2)^2}{(1-\lambda^2)^2+4\lambda^2\sin^2q},\qquad T=1-R .$$

With the correct coupling $\lambda$ is replaced by 1, and $R=0$.

The manuscript's round model parameters are $\varepsilon=-5$ eV, $t=-2$ eV and $s=0.2$. At $E=-5$ eV,

$$\tau=-2-(-5)(0.2)=-1\ \text{eV},\qquad \lambda=2,\qquad \cos q=0,$$

$$R=\frac{(1-4)^2}{(1-4)^2+4\cdot4}=\frac{9}{25}=0.36 .$$

This is the whole of the reported "joint resistance". The conductance, with spin included, drops from $2e^2/h=77.48$ µS to 49.59 µS. Other energies in the band give:

| $E$ (eV) | $\tau$ (eV) | $\lambda$ | $R$ |
|---|---|---|---|
| −6 | −0.80 | 2.50 | 0.644 |
| −5 | −1.00 | 2.00 | 0.360 |
| −4 | −1.20 | 1.67 | 0.256 |
| −3 | −1.40 | 1.43 | 0.213 |
| −2 | −1.60 | 1.25 | 0.295 |

The rise in the last row follows from the ratio

$$\frac{R}{T}=\frac{(\lambda-1/\lambda)^2}{4\sin^2q}.$$

Between −3 and −2 eV the numerator falls as $\lambda$ approaches 1, but $\sin^2q$ falls faster, from 0.49 to 0.12, because the upper band edge at −1.667 eV is near. At a band edge $\sin q\to0$, and $R\to1$ whenever $\lambda^2\ne1$.

**Why current conservation is silent**

The faulty matrix can be written $ES'-H$, where $S'$ is $S$ with the overlap across the joint set to zero. This $S'$ describes two separate half-chains, each with a positive overlap matrix because $|s|<1/2$. The calculation therefore solves a consistent Hermitian problem for a different chain, one that has a real defect at the joint. Its current is conserved, as the identity $R+T=1$ shows, and its reflection is a correct answer to the wrong question.

The same defect appears in time. I propagated $i\hbar S\,dc/dt=Hc$ on 600 sites by diagonalizing $Hc=ESc$. The initial packet was $e^{-(n-170)^2/(4\cdot20^2)}e^{i\pi n/2}$, and the joint lay 130 sites ahead of its centre. After 85.6 fs, the fraction of the norm $c^\dagger Sc$ left of the joint was $1.4\times10^{-10}$ with the full overlap matrix. With the one overlap removed it was 0.3602. Averaging the formula for $R$ over the Bloch waves in the packet, each weighted by its share of the norm, also gives 0.3602.

**The reflection depends on the zero of energy**

Add a constant $C$ to all energies. In a nonorthogonal basis this means $H\to H+CS$ and $E\to E+C$, so that

$$(E+C)S-(H+CS)=ES-H .$$

The correct calculation is unchanged. The bare hopping, however, becomes $t+Cs$, while $\tau$ and $q$ stay fixed. At the level considered above, $\lambda=(t+Cs)/\tau=2-0.2\,C/\text{eV}$:

| $C$ (eV) | bare hopping (eV) | $\lambda$ | false $R$ |
|---|---|---|---|
| −5 | −3 | 3 | 0.64 |
| 0 | −2 | 2 | 0.36 |
| 5 | −1 | 1 | 0 |
| 10 | 0 | 0 | 1 |
| 15 | 1 | −1 | 0 |

All five rows describe the same electron in the same chain. A resistance that can be set anywhere from zero to infinity by relabelling energies is not a property of the joint.

The table also shows when the omission does no harm to $R$. The condition $\lambda^2=1$ means $Es=0$ or $Es=2t$, with $E$ and $t$ measured from the chosen origin. In the first case the omitted term vanishes. In the second the bond has the right size and the wrong sign. Reversing the sign of every orbital to the right of the joint repairs it, so nothing is reflected, but $d=-1$ where the correct value is $+1$. The transmission is right and the Green function across the joint is still wrong.

At $C=10$ eV the bare bond is cut. The first site beyond it is then isolated from the left, with its on-site energy equal to $E$, and a recursion that sweeps from left to right at real energy divides by zero there. Keeping the small $i\eta$ in the interior as well as in the leads avoids this. Two half-chains, each built inward from its own lead and then joined, do not meet this zero.

**When the error is small**

Since $t=\tau+Es$, one has $\lambda=1+\delta$ with $\delta=Es/\tau$. Then $\lambda-1/\lambda\approx2\delta$, and to leading order

$$R\approx\frac{\delta^2}{\sin^2q},\qquad |\delta|\ll|\sin q| .$$

Take the level at −4 eV and move the origin so that it reads −0.2 eV. Then $\delta=0.0333$ and $R=1.30\times10^{-3}$, against $1.34\times10^{-3}$ from the leading-order law. If it reads −0.02 eV, $R$ falls a hundredfold, to $1.34\times10^{-5}$. An energy zero close to the level of interest, such as the Fermi level, can thus hide the mistake in the linear conductance. The error grows at energies further away. With the zero placed at the −4 eV level, $R$ is about 0.01 at 0.5 eV above it and 0.05 at 1 eV above it, so a small bias window may not reveal the mistake either.

**Two further points for the revision**

First, obtaining $T=1$ does not by itself prove the code right. If $Es$ is dropped at every bond, leads included, the chain is uniform again and nothing is reflected. Its band is then $\varepsilon+2t\cos q$, from −9 to −1 eV, whereas the true band runs from −6.429 to −1.667 eV. At $E=-8$ eV such a code reports $T=1$ where the chain has no propagating state. A shift of origin usually detects this error too, provided the energy is scanned past the band edges: the false band has half-width $2|t+Cs|$, which changes with $C$ unless both origins give the same $|t+Cs|$, as $C=0$ and $C=20$ eV do. Comparison with the edges of the true band detects it for any origin, because the false band is symmetric about the on-site energy and the true band is not. At a single energy the test can miss it. The level at −5 eV, for example, lies inside the false band for both $C=0$ and $C=5$ eV, and $T=1$ each time.

Second, the remedy carries over to several orbitals per cell, with blocks in place of numbers. As an example I took, in eV where energies are meant,

$$H_{00}=\begin{pmatrix}-5&0.3\\0.3&-4.5\end{pmatrix},\quad H_{01}=\begin{pmatrix}-2&0.2\\-0.1&-1.5\end{pmatrix},$$

$$S_{00}=\begin{pmatrix}1&0.05\\0.05&1\end{pmatrix},\quad S_{01}=\begin{pmatrix}0.20&0.03\\-0.02&0.15\end{pmatrix}.$$

At −4.5 eV the Bloch bands of this chain have two right-moving states. The recursion with $ES_{01}-H_{01}$ at every bond gives $T=2.000$, and with $-H_{01}$ at one bond it gives 1.431.

The authors should replace $-H_{01}$ by $ES_{01}-H_{01}$ at the joint, and $-H_{10}$ by $ES_{10}-H_{10}$. They should then repeat the uniform-chain calculation for two different zeros of energy, each time over a range that extends beyond both edges of the true band. Away from the edges themselves, the transmission should equal the number of open channels of the true chain at every energy, both times. The discussion of a joint resistance should be withdrawn.
